# Transient hydrogen permeation and diffusivity from the breakthrough curve, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the whole breakthrough curve

A metal membrane of thickness $L$ contains no hydrogen at $t=0$. From then on, one face is held at a fixed hydrogen concentration and the other at zero. If hydrogen diffuses with constant diffusivity $D$ and trapping is negligible, the flux $J$ leaving the far face rises to its steady value $J_\infty$ as

$$\frac{J}{J_\infty}=1+2\sum_{n=1}^{\infty}(-1)^n e^{-n^2\pi^2\tau},\qquad \tau=\frac{Dt}{L^2}. \tag{1}$$

The total amount that has left the far face grows at late times along a straight line. Extended backwards, that line meets the time axis at the time lag

$$t_{\rm lag}=\frac{L^2}{6D},\qquad\text{so that}\qquad D=\frac{L^2}{6\,t_{\rm lag}}. \tag{2}$$

The diffusivity therefore follows from a length and a time. Neither the entry concentration nor the absolute scale of the current is needed, but its zero is: a constant background left in the record, equal to a fraction $b$ of the plateau, divides the apparent lag by $1+b$.

### The diffusion problem

Let $x$ run from the entry face, $x=0$, to the exit face, $x=L$, and let $c(x,t)$ be the amount of hydrogen per volume in the metal lattice. The flux $J(x,t)$ is the amount crossing unit area per time, positive towards the exit. In an electrochemical cell, hydrogen is generated on the entry face by cathodic charging. On the exit face each arriving atom is oxidised and gives up one electron, so the exit current density is $i=FJ(L,t)$, where $F$ is the Faraday constant.

In a thin slice between $x$ and $x+dx$, the content $c\,dx$ grows at the rate $J(x,t)-J(x+dx,t)$. Dividing by $dx$ gives the conservation law, and Fick's law supplies the flux:

$$\frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x},\qquad J=-D\frac{\partial c}{\partial x}.$$

Since $D$ is constant, the two combine into

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

This step already uses the absence of traps, because all hydrogen in the slice is counted as mobile lattice hydrogen. It also treats the foil as one-dimensional, which requires the exposed area to be much wider than $L$. The conditions are

$$c(x,0)=0,\qquad c(0,t)=c_0,\qquad c(L,t)=0 .$$

Measure position by $\xi=x/L$, time by $\tau=Dt/L^2$ and concentration by $u=c/c_0$. The left side of the diffusion equation becomes $(c_0D/L^2)\,\partial u/\partial\tau$ and the right side $(Dc_0/L^2)\,\partial^2u/\partial\xi^2$. The common factor cancels:

$$\frac{\partial u}{\partial\tau}=\frac{\partial^2u}{\partial\xi^2},\qquad u(\xi,0)=0,\quad u(0,\tau)=1,\quad u(1,\tau)=0 .$$

No parameter is left, so every membrane that meets the assumptions follows the same curve in $\tau$. This is why all characteristic times scale as $L^2/D$.

In the steady state $\partial^2u/\partial\xi^2=0$. The straight line that meets both face conditions is $u_s=1-\xi$, and it carries the flux $J_\infty=Dc_0/L$. The normalised exit flux is then

$$j(\tau)=\frac{J(L,t)}{J_\infty}=-\left.\frac{\partial u}{\partial\xi}\right|_{\xi=1}.$$

### Expansion in decaying modes

Write $u=1-\xi+v$. The straight line has no second derivative and no time dependence, so $v$ obeys the same diffusion equation. It vanishes on both faces and starts from $v(\xi,0)=-(1-\xi)$.

A product $v=X(\xi)T(\tau)$ satisfies the equation if $T'/T=X''/X$. One side depends on time and the other on position, so both equal a constant, called $-\lambda$. Multiplying $X''=-\lambda X$ by $X$ and integrating by parts, with $X=0$ at both ends, gives

$$\lambda\int_0^1X^2d\xi=\int_0^1X'^2d\xi>0 .$$

So $\lambda$ is positive and each mode decays. The solutions that vanish at $\xi=0$ are $\sin(\sqrt\lambda\,\xi)$, and the condition at $\xi=1$ requires $\sqrt\lambda=n\pi$ with $n=1,2,\dots$ Hence

$$v=\sum_{n=1}^\infty b_n\sin(n\pi\xi)\,e^{-n^2\pi^2\tau}.$$

The sines are orthogonal on $(0,1)$ and $\int_0^1\sin^2(n\pi\xi)\,d\xi=\tfrac12$. Projecting the initial condition therefore gives $b_n=-2\int_0^1(1-\xi)\sin(n\pi\xi)\,d\xi$. Integration by parts yields

$$\int_0^1(1-\xi)\sin(n\pi\xi)\,d\xi=\left[-\frac{(1-\xi)\cos n\pi\xi}{n\pi}\right]_0^1-\frac1{n\pi}\int_0^1\cos(n\pi\xi)\,d\xi=\frac1{n\pi}.$$

The bracket contributes $1/(n\pi)$ from its lower limit, and the cosine integrates to zero. Thus $b_n=-2/(n\pi)$ and

$$u=1-\xi-\sum_{n=1}^\infty\frac{2}{n\pi}\sin(n\pi\xi)\,e^{-n^2\pi^2\tau}.$$

For $\tau>0$ the exponentials make the series converge fast enough to be differentiated term by term:

$$-\frac{\partial u}{\partial\xi}=1+2\sum_{n=1}^\infty\cos(n\pi\xi)\,e^{-n^2\pi^2\tau}.$$

At the exit $\cos n\pi=(-1)^n$, which is equation (1).

### The early part of the curve

At small $\tau$ many terms of (1) nearly cancel. A second form of the same function is better there. Define the Laplace transform $\bar u(\xi,p)=\int_0^\infty e^{-p\tau}u\,d\tau$. Because $u$ starts from zero, the time derivative transforms into $p\bar u$, so $\bar u''=p\bar u$ with $\bar u(0)=1/p$ and $\bar u(1)=0$. The solution and its exit flux are

$$\bar u=\frac{\sinh[\sqrt p\,(1-\xi)]}{p\,\sinh\sqrt p},\qquad \bar j=-\bar u'(1)=\frac{1}{\sqrt p\,\sinh\sqrt p}.$$

The hyperbolic sine can be expanded as a geometric series, $1/\sinh z=2e^{-z}/(1-e^{-2z})=2\sum_{m\ge0}e^{-(2m+1)z}$. This gives

$$\bar j=\sum_{m=0}^\infty\frac{2}{\sqrt p}\,e^{-(2m+1)\sqrt p}.$$

To invert a term, consider the transform of $e^{-b^2/4\tau}/\sqrt{\pi\tau}$ with $b>0$. Put $\tau=y^2$, so that $d\tau/\sqrt\tau=2\,dy$, and complete the square in the exponent:

$$\int_0^\infty\frac{e^{-p\tau-b^2/4\tau}}{\sqrt{\pi\tau}}\,d\tau=\frac{2e^{-b\sqrt p}}{\sqrt\pi}\,K,\qquad K=\int_0^\infty e^{-z^2}dy,\quad z=\sqrt p\,y-\frac{b}{2y}.$$

Replacing $y$ by $b/(2\sqrt p\,y)$ reverses the sign of $z$ and shows that $\sqrt p\,K=\int_0^\infty(b/2y^2)\,e^{-z^2}dy$. Adding $\sqrt p\,K$ to both sides produces $dz=(\sqrt p+b/2y^2)\,dy$ under the integral, so

$$2\sqrt p\,K=\int_{-\infty}^{\infty}e^{-z^2}dz=\sqrt\pi .$$

The transform is therefore $e^{-b\sqrt p}/\sqrt p$. With $b=2m+1$,

$$j(\tau)=\frac{2}{\sqrt{\pi\tau}}\sum_{m=0}^\infty e^{-(2m+1)^2/4\tau}. \tag{3}$$

As $\tau\to0$ the exponential overwhelms the prefactor and $j\to0$. The membrane shows a quiet period before breakthrough, although the diffusion equation has no sharp front.

### Integrating the curve to the time lag

Let $q(\tau)=\int_0^\tau j\,d\tau'$ be the accumulated exit amount in units of $J_\infty L^2/D$. Integrate (1) from a small $\varepsilon$ to $\tau$ and let $\varepsilon\to0$. The missing piece vanishes because $j\to0$ there, and the integrated series converges at $\varepsilon=0$ because its terms fall as $1/n^2$. Thus

$$q=\tau+\frac{2}{\pi^2}\sum_{n=1}^\infty\frac{(-1)^n}{n^2}\left(1-e^{-n^2\pi^2\tau}\right).$$

The constant sum follows from the coefficients already found. The mean square of $1-\xi$ is $\int_0^1(1-\xi)^2d\xi=\tfrac13$, and by orthogonality it is also $\tfrac12\sum4/(n^2\pi^2)$. Hence $S=\sum1/n^2=\pi^2/6$. In the alternating sum the even terms change sign relative to $-S$, so

$$\sum_{n=1}^\infty\frac{(-1)^n}{n^2}=-S+2\sum_{k=1}^\infty\frac1{(2k)^2}=-S+\frac S2=-\frac{\pi^2}{12}.$$

Multiplication by $2/\pi^2$ gives $-1/6$:

$$q=\tau-\frac16-\frac2{\pi^2}\sum_{n=1}^\infty\frac{(-1)^n}{n^2}e^{-n^2\pi^2\tau}. \tag{4}$$

The last sum dies out, and the remaining line crosses zero at $\tau=1/6$. Restoring units gives (2).

The record must be long enough. Suppose it ends when the flux is still a small fraction $\epsilon$ below its plateau, so that $\epsilon\approx2e^{-\pi^2\tau}$ and, from (4), $q\approx\tau-\tfrac16+\epsilon/\pi^2$. The tangent at that moment meets the axis at

$$\tau-\frac{q}{1-\epsilon}\approx\frac16-\epsilon\left(\tau-\frac16+\frac1{\pi^2}\right).$$

For $\epsilon=0.01$ one has $\tau=\ln(200)/\pi^2\approx0.54$. The apparent lag is then short by about 0.005 out of 0.167, and $D$ comes out about 3 % too high.

### Other readings of the same curve

The half-rise time is the root of $j=\tfrac12$ in (1), which is $\tau=0.1388$. Hence $D=0.1388\,L^2/t_{1/2}$.

Early in the rise, the first term of (3) suffices. The second is smaller by $e^{-2/\tau}$, which at $\tau=0.3$ makes the relative error of $J$ only 0.13 %. Multiplying by $\sqrt t$ and taking the logarithm gives

$$\ln(J\sqrt t)=\text{constant}-\frac{L^2}{4D}\,\frac1t .$$

Late in the rise, the first mode of (1) suffices. The next one is smaller by $e^{-3\pi^2\tau}$, and at $\tau=0.2$ the relative error of $1-J/J_\infty$ is 0.27 %. Therefore

$$\ln\left(1-\frac J{J_\infty}\right)=\ln2-\frac{\pi^2D}{L^2}\,t .$$

The steepest tangent offers a fifth reading. Setting the second time derivative of (1) to zero, with $r=e^{-\pi^2\tau}$, gives $-r+16r^4-81r^9+\dots=0$. The numerical root is $\tau=0.0918$. The tangent there meets the time axis at $\tau-j/j'=0.0505$, so this intercept time is $0.0505\,L^2/D$.

At the time lag itself the flux has reached 0.617 of its plateau. A rise of 63 % occurs slightly later, at $\tau=0.1703$. Using that time in place of the lag in (2) makes $D$ about 2 % too low.

### Times for a nickel foil

Take a nickel foil with $L=25$ µm at 298 K and $D=6\times10^{-10}$ cm²/s, a rough value for hydrogen in fcc nickel near room temperature. Then

$$\frac{L^2}{D}=\frac{(2.5\times10^{-3}\ {\rm cm})^2}{6\times10^{-10}\ {\rm cm^2/s}}=10417\ {\rm s},\qquad t_{\rm lag}=\frac{10417\ {\rm s}}6=1736\ {\rm s},$$

or 0.48 h. The half-rise time is $0.1388\times10417\ {\rm s}=1446$ s, and the steepest tangent meets the axis at 526 s. With a steady current density $i_\infty=1$ µA/cm², the entry concentration is

$$c_0=\frac{i_\infty L}{FD}=4.3\times10^{-5}\ {\rm mol/cm^3},$$

which corresponds to $2.85\times10^{-4}$ hydrogen atoms per nickel atom. This use of the current does require its absolute scale, whereas finding $D$ does not.

## Second derivation: a weighted mass balance

The symbols carry over. Hydrogen enters at $x=0$ and leaves at $x=L$, $c$ is its lattice concentration, $D$ its lattice diffusivity and $J$ its flux. The faces are held at $c_0$ and zero, and $J_\infty=Dc_0/L$ is the steady flux. The first derivation solved for the whole curve (1) and integrated it to obtain $t_{\rm lag}=L^2/(6D)$. The same lag can be found without solving for any transient.

### The lag from the steady profile

Let $C(x,t)$ be the total hydrogen content per volume. Without traps $C=c$, but keeping the two symbols apart will be useful. Conservation reads $\partial C/\partial t=-\partial J/\partial x$. Multiply by $x$, integrate over the membrane, and integrate the right side by parts:

$$\frac{d}{dt}\int_0^LxC\,dx=-\big[xJ\big]_0^L+\int_0^LJ\,dx .$$

The bracket equals $LJ(L,t)$, since the weight $x$ removes the unknown entry flux. With Fick's law the last integral is $-D[c(L,t)-c(0,t)]=Dc_0$. Therefore

$$L\,J(L,t)=Dc_0-\frac{dM}{dt},\qquad M(t)=\int_0^LxC\,dx. \tag{5}$$

Integrate from zero to $t$, with $M(0)=0$ because the membrane starts empty, and divide by $L$. The amount per area that has left is

$$N(t)=J_\infty\left[t-\frac{M(t)}{Dc_0}\right].$$

Once the steady state is reached, $M$ is constant and $N$ is a straight line. Its intercept is

$$t_{\rm lag}=\frac{M_s}{Dc_0},\qquad M_s=\int_0^LxC_s\,dx, \tag{6}$$

where the subscript $s$ marks the steady state. Without traps $C_s=c_0(1-x/L)$, so

$$M_s=c_0\left(\frac{L^2}{2}-\frac{L^2}{3}\right)=\frac{c_0L^2}{6},\qquad t_{\rm lag}=\frac{L^2}{6D}.$$

The factor six is thus a moment of the straight steady profile. The balance also shows where the hydrogen goes. The steady inventory is $c_0L/2$ per area. The exit amount falls short of $J_\infty t$ by $J_\infty t_{\rm lag}=c_0L/6$, so the amount that entered must exceed $J_\infty t$ by the remaining $c_0L/3$. For the nickel foil, the exit charge deficit is $1\ {\rm µA/cm^2}\times1736\ {\rm s}=1736$ µC/cm².

Both the full breakthrough curve and the weighted mass balance give $t_{\rm lag}=L^2/(6D)$ for a trap-free membrane with fixed face concentrations. It remains to compare their assumptions, to see how surface resistance and traps change the lag and the other readings of $D$, and to size these effects for the nickel foil.

Numerical values quoted here were computed with a short program.
